# The characteristic Lindhard angle of a silicon 110 row: a program that tests the result

```python
# Result under test: the characteristic Lindhard angle of an atomic row,
#   psi1 = sqrt(2 Z1 Z2 k / (E d)),   k = e^2/(4 pi eps0),
# and its role as the angular scale for reflection from the row.
# Z1, Z2: charge numbers of ion and row atom; E: ion energy (eV);
# d: atom spacing in the row (nm); a: screening length (nm); C^2 = 3;
# u: rms thermal displacement along one axis (nm); rho^2 = 2 u^2.
# Lengths are in nm, energies in eV, angles in rad unless labelled.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.special import k0

Z1, Z2 = 2, 14
E = 2.0e6
d = 0.384
u = 0.0078                      # rough room-temperature value for silicon
k = const.e / (4 * np.pi * const.epsilon_0) * 1e9
bohr = const.physical_constants["Bohr radius"][0] * 1e9
hartree = const.physical_constants["Hartree energy in eV"][0]
a = (9 * np.pi**2 / 128) ** (1 / 3) * bohr / Z2 ** (1 / 3)
Ca2 = 3 * a**2
rho2 = 2 * u**2
strength = Z1 * Z2 * k
psi1 = np.sqrt(2 * strength / (E * d))
deg = np.degrees


def row_potential(r):
    return strength / d * np.log1p(Ca2 / r**2)


def turning_distance(psi):
    return np.sqrt(Ca2 / np.expm1(2 * (psi / psi1) ** 2))


# --- Characteristic angle evaluated through Hartree atomic units
psi1_au = np.sqrt(2 * Z1 * Z2 / ((E / hartree) * (d / bohr)))
assert abs(psi1_au / psi1 - 1) < 1e-7

# --- Row potential: average of the pair potential along the row


def pair_potential(R):
    return strength * (1 / R - 1 / np.sqrt(R**2 + Ca2))


def averaged_potential(r):
    # z = r sinh(t) resolves both the peak and the long tail
    def integrand(t):
        return pair_potential(r * np.cosh(t)) * r * np.cosh(t)
    return 2 * quad(integrand, 0, 16, epsabs=1e-9, epsrel=1e-9)[0] / d


for r in (0.005, 0.02, 0.1):
    assert abs(averaged_potential(r) / row_potential(r) - 1) < 1e-5
r_at_psi1 = turning_distance(psi1)
assert abs(averaged_potential(r_at_psi1) / (E * psi1**2) - 1) < 1e-5

# --- Newtonian motion in a plane holding the row; path variable s = v t


def newton(atoms):
    def rhs(s, state):
        x, z, vx, vz = state
        dz = z - atoms
        R2 = x * x + dz * dz
        f = strength / (2 * E) * (R2**-1.5 - (R2 + Ca2) ** -1.5)
        return [vx, vz, x * f.sum(), (dz * f).sum()]
    return rhs


b_test = 0.01
single = solve_ivp(newton(np.array([0.0])), (0, 10),
                   [b_test, -5.0, 0.0, 1.0], method="DOP853",
                   rtol=1e-9, atol=1e-12, max_step=0.05)
kick_newton = np.arctan2(single.y[2, -1], single.y[3, -1])
h = 1e-5
slope_U = (row_potential(b_test + h) - row_potential(b_test - h)) / (2 * h)
kick_formula = -d * slope_U / (2 * E)
assert abs(kick_newton / kick_formula - 1) < 0.01


def shoot_at_row(psi, phase, x0=0.15):
    length = 4 * x0 / psi
    atoms = d * np.arange(-30, int(length / d) + 31)
    vx = -np.sqrt(psi**2 - row_potential(x0) / E)

    def back(s, state):
        return state[0] - 1.01 * x0

    def through(s, state):
        return state[0] + 1.01 * x0
    back.terminal, back.direction = True, 1
    through.terminal, through.direction = True, -1
    sol = solve_ivp(newton(atoms), (0, length),
                    [x0, phase * d, vx, np.sqrt(1 - vx**2)],
                    method="DOP853", rtol=1e-8, atol=1e-11,
                    max_step=0.1, events=(back, through))
    x_end, vx_end = sol.y[0, -1], sol.y[2, -1]
    psi_out = np.sqrt(vx_end**2 + row_potential(abs(x_end)) / E)
    return x_end, psi_out, sol.y[0].min()


phases = (0.1, 0.4, 0.7)
closest_psi1 = []
for factor in (0.5, 1.0):
    for phase in phases:
        x_end, psi_out, closest = shoot_at_row(factor * psi1, phase)
        assert x_end > 0
        assert abs(psi_out / (factor * psi1) - 1) < 0.02
        assert abs(closest / turning_distance(factor * psi1) - 1) < 0.03
        if factor == 1.0:
            closest_psi1.append(closest)
crossed = sum(shoot_at_row(3 * psi1, p)[0] < 0 for p in phases)
assert crossed >= 1             # continuum row would reflect every ion

# --- Close-encounter yield of a parallel beam, relative to straight paths


def encounter_yield(factor, ions, substeps, vibrating, rng):
    psi = factor * psi1
    step = d / substeps
    start, half_width = 0.4, 0.05
    y = half_width * (2 * (np.arange(ions) + 0.5) / ions - 1)
    x = -start + rng.random(ions) * psi * step
    vx = np.full(ions, np.sqrt(psi**2 - row_potential(start) / E))
    vy = np.zeros(ions)
    total = 0.0
    for _ in range(int(1.5 * start / (psi * step))):
        x += vx * step
        y += vy * step
        total += np.exp(-(x * x + y * y) / rho2).mean() / (np.pi * rho2)
        dx, dy = x, y
        if vibrating:
            dx = x - u * rng.standard_normal(ions)
            dy = y - u * rng.standard_normal(ions)
        r2 = dx * dx + dy * dy
        # transverse kick = -(step/2E) grad U
        g = step * strength / (E * d) * Ca2 / (r2 * (r2 + Ca2))
        vx += g * dx
        vy += g * dy
    return psi * step * 2 * half_width * total


rng = np.random.default_rng(7)
smooth_rows = []
for factor in (0.9, 1.1, 1.3):
    found = encounter_yield(factor, 400, 10, False, rng)
    law = np.exp(-turning_distance(factor * psi1) ** 2 / rho2)
    smooth_rows.append((factor, found, law))
    assert abs(found - law) < 0.015

F = np.sqrt(0.5 * np.log1p(Ca2 / (rho2 * np.log(2))))
factors = np.array([0.5, 0.7, 0.8, 0.9, 1.0, 1.1, 1.2, 1.3, 1.5, 1.8])
yields = np.array([encounter_yield(f, 6000, 1, True, rng) for f in factors])
i = int(np.argmax(yields > 0.5))
assert i > 0
F_vibrating = factors[i - 1] + (0.5 - yields[i - 1]) * (
    factors[i] - factors[i - 1]) / (yields[i] - yields[i - 1])
# independent displacements make the few kicks near the row fluctuate,
# so the ideal smooth-row value is expected to hold only roughly
assert abs(F_vibrating / F - 1) < 0.30

# --- Regime and neglected effects
E_threshold = 2 * strength * d / a**2
assert E > E_threshold and psi1 < a / d
rest = const.physical_constants["alpha particle mass energy equivalent in MeV"]
Mc2 = rest[0] * 1e6
pv = E * (E + 2 * Mc2) / (E + Mc2)
relativity = np.sqrt(2 * E / pv) - 1
r_half = np.sqrt(rho2 * np.log(2))
F_moliere = np.sqrt(sum(w * k0(q * r_half / a) for w, q in
                        ((0.10, 6.0), (0.55, 1.2), (0.35, 0.3))))
lattice = d * np.sqrt(2)
cell_radius = np.sqrt(lattice**3 / (8 * np.pi * d))
entry = quad(lambda r: row_potential(r) * 2 * r / cell_radius**2,
             0, cell_radius)[0]
F_entry = np.sqrt(F**2 - entry / (E * psi1**2))
stopping, depth = 250.0, 100.0  # rough random-direction stopping; depth
slowing = np.sqrt(E / (E - stopping * depth)) - 1
assert max(relativity, slowing) < 0.02

print(f"ion and row charge numbers: {Z1}, {Z2}")
print(f"ion energy: {E/1e6:.1f} MeV")
print(f"row spacing: {d:.3f} nm")
print(f"Coulomb constant k: {k:.5f} eV nm")
print(f"2 Z1 Z2 k/d = E psi1^2: {2*strength/d:.2f} eV")
print(f"psi1 squared: {psi1**2:.4e} rad^2")
print(f"psi1: {psi1:.5f} rad")
print(f"psi1: {deg(psi1):.3f} degrees")
print(f"psi1 via atomic units: {deg(psi1_au):.3f} degrees")
print(f"screening length a: {a:.5f} nm")
print(f"a/d: {a/d:.4f} rad")
print(f"high-energy threshold: {E_threshold/1e3:.1f} keV")
print(f"turning distance at psi1, formula: {r_at_psi1:.5f} nm")
print(f"same, discrete row, mean: {np.mean(closest_psi1):.5f} nm")
print(f"sideways step psi1 d: {psi1*d:.5f} nm")
print(f"one-atom kick at {b_test} nm, Newton: {kick_newton:.4e} rad")
print(f"one-atom kick, formula: {kick_formula:.4e} rad")
print(f"ions crossing row at 3 psi1: {crossed} of {len(phases)}")
print(f"thermal displacement u (rough): {u:.4f} nm")
print(f"rho: {np.sqrt(rho2):.5f} nm")
for factor, found, law in smooth_rows:
    print(f"smooth row, psi/psi1={factor}: yield {found:.3f}, law {law:.3f}")
for factor, value in zip(factors, yields):
    print(f"vibrating row, psi/psi1={factor:.1f}: yield {value:.3f}")
print(f"half-yield angle/psi1, smooth row: {F:.3f}")
print(f"half-yield angle, smooth row: {deg(F*psi1):.3f} degrees")
print(f"half-yield angle/psi1, vibrating row: {F_vibrating:.2f}")
print(f"half-yield angle, vibrating row: {deg(F_vibrating*psi1):.2f} degrees")
print(f"half-yield angle/psi1, Moliere screening: {F_moliere:.3f}")
print(f"equal-area cylinder radius: {cell_radius:.4f} nm")
print(f"mean entry potential: {entry:.2f} eV")
print(f"half-yield angle/psi1 with entry estimate: {F_entry:.3f}")
print(f"relativistic change of psi1: {100*relativity:.4f} percent")
print(f"rough stopping power: {stopping:.0f} eV/nm; depth: {depth:.0f} nm")
print(f"change of psi1 by slowing: {100*slowing:.2f} percent")
print("checks complete")
```

Running it gives:

```
ion and row charge numbers: 2, 14
ion energy: 2.0 MeV
row spacing: 0.384 nm
Coulomb constant k: 1.43996 eV nm
2 Z1 Z2 k/d = E psi1^2: 209.99 eV
psi1 squared: 1.0500e-04 rad^2
psi1: 0.01025 rad
psi1: 0.587 degrees
psi1 via atomic units: 0.587 degrees
screening length a: 0.01944 nm
a/d: 0.0506 rad
high-energy threshold: 81.9 keV
turning distance at psi1, formula: 0.01332 nm
same, discrete row, mean: 0.01332 nm
sideways step psi1 d: 0.00393 nm
one-atom kick at 0.01 nm, Newton: 1.8520e-03 rad
one-atom kick, formula: 1.8525e-03 rad
ions crossing row at 3 psi1: 2 of 3
thermal displacement u (rough): 0.0078 nm
rho: 0.01103 nm
smooth row, psi/psi1=0.9: yield 0.101, law 0.100
smooth row, psi/psi1=1.1: yield 0.403, law 0.403
smooth row, psi/psi1=1.3: yield 0.721, law 0.720
vibrating row, psi/psi1=0.5: yield 0.000
vibrating row, psi/psi1=0.7: yield 0.004
vibrating row, psi/psi1=0.8: yield 0.027
vibrating row, psi/psi1=0.9: yield 0.113
vibrating row, psi/psi1=1.0: yield 0.303
vibrating row, psi/psi1=1.1: yield 0.534
vibrating row, psi/psi1=1.2: yield 0.742
vibrating row, psi/psi1=1.3: yield 0.860
vibrating row, psi/psi1=1.5: yield 0.982
vibrating row, psi/psi1=1.8: yield 1.005
half-yield angle/psi1, smooth row: 1.155
half-yield angle, smooth row: 0.678 degrees
half-yield angle/psi1, vibrating row: 1.09
half-yield angle, vibrating row: 0.64 degrees
half-yield angle/psi1, Moliere screening: 1.089
equal-area cylinder radius: 0.1288 nm
mean entry potential: 26.66 eV
half-yield angle/psi1 with entry estimate: 1.099
relativistic change of psi1: 0.0134 percent
rough stopping power: 250 eV/nm; depth: 100 nm
change of psi1 by slowing: 0.63 percent
checks complete
```
